# How a Concentric Film Patch Bends a Free Disc

## From the film edge to the curvature

A metal film is deposited through a round opening in a mask, so that it covers the middle of a wafer and leaves an outer ring bare. The film is under tension. It pulls the upper face of the wafer together, and the wafer bends with its rim raised. If the film covered the whole face, the curvature would give the film stress through Stoney's formula. Here the bare ring is joined to the covered part and must be bent along with it, although no film acts on it. The curvature of the covered part must therefore be worked out anew before it can be turned into a stress.

Let the wafer be a flat disc of radius $R$ and thickness $h$, made of an isotropic, linearly elastic material with Young modulus $E$ and Poisson ratio $\nu$, which is the substrate value $\nu_s$. The film occupies $0\le r<a$ on the top face and has thickness $h_f$. Its stress $\sigma$ is uniform and has the same value in every in-plane direction. By $\sigma$ is meant the stress that the film has while the substrate is held flat and unstretched. The film force per unit length of a cut through the film is

$$f=\sigma h_f .$$

The disc is free: no support force, no weight and no clamping act on it. The film is thin, $h_f\ll h$, so its stiffness and the change of its stress during bending are dropped at first. The disc is thin compared with the patch, $h\ll a$. Slopes are small, and the deflection is well below $h$, so the response is linear. The narrow zone in which the film stress falls to zero at the film's own edge is taken as negligible in width. The size of several of these omissions is found below.

The coordinate $z$ points upward from the mid-plane of the disc, so the film sits at $z=h/2$. The upward deflection of the mid-plane is $w(r)$, its slope is $\phi=w'$, and a prime means a derivative with respect to $r$. Positive curvature means a raised rim, and positive $f$ means a tensile film. The algebra contains no constant of nature. It holds in atomic units, with moduli in hartree per cubic bohr and $f$ in hartree per square bohr, and equally in any other consistent set.

The first task is to describe the deformation. In a thin plate, a line normal to the mid-plane stays straight and normal to it. When the mid-plane has slope $\phi$, the upper end of such a line tips toward the axis. With $u(r)$ for the radial displacement of the mid-plane itself, the radial displacement at height $z$ is

$$u_r(r,z)=u(r)-z\phi(r).$$

The radial strain is the derivative of this displacement. The hoop strain is $u_r/r$, because a circle of circumference $2\pi r$ acquires the circumference $2\pi(r+u_r)$. Thus

$$e_r=u'-z\phi',\qquad e_\theta=\frac{u}{r}-z\frac{\phi}{r}.$$

The two curvatures are therefore $\phi'$ in the radial direction and $\phi/r$ in the hoop direction. They are equal when $\phi$ is proportional to $r$, which describes a shallow spherical cap.

The faces of the thin disc are free, so the normal stress across the thickness is set to zero. Hooke's law then reads $Ee_r=\sigma_r-\nu\sigma_\theta$ and $Ee_\theta=\sigma_\theta-\nu\sigma_r$. Adding $\nu$ times the second relation to the first removes $\sigma_\theta$ and gives

$$\sigma_r=\frac{E}{1-\nu^2}(e_r+\nu e_\theta),\qquad
\sigma_\theta=\frac{E}{1-\nu^2}(e_\theta+\nu e_r).$$

The elastic energy per volume is $(\sigma_re_r+\sigma_\theta e_\theta)/2$, that is,

$$\frac{E}{2(1-\nu^2)}\left(e_r^2+e_\theta^2+2\nu e_re_\theta\right).$$

This is integrated over $z$ from $-h/2$ to $h/2$. Products of a stretching term and a bending term are odd in $z$ and vanish. Stretching and bending energies therefore separate. In the bending part, $\int z^2dz=h^3/12$, and the energy per area is

$$\frac D2\left(\phi'^2+\frac{\phi^2}{r^2}+2\nu\frac{\phi'\phi}{r}\right),
\qquad D=\frac{Eh^3}{12(1-\nu^2)}.$$

Now the film is brought in. When the top face strains by $e_r$ and $e_\theta$, the energy of the film changes by $\sigma h_f(e_r+e_\theta)$ per area, to first order in the strain. Terms of second order belong to the film's stiffness and are dropped here. Integrated over the patch and divided by $2\pi$, the change is

$$f\int_0^a\left(u_r'+\frac{u_r}{r}\right)r\,dr
=f\int_0^a(ru_r)'\,dr=f\,a\,u_r(a,h/2).$$

The product rule was used in the middle step, and $ru_r$ vanishes at $r=0$. The energy depends on the displacement at the film edge alone. It is the energy of a force per unit length $f$ that acts inward on the circle $r=a$, since an inward displacement, $u_r<0$, lowers it when $f>0$. Inside the patch, the film is in balance with itself and exerts no shear on the substrate. It is at the edge that the film tension ends and must be taken up by the substrate.

With $u_r(a,h/2)=u(a)-(h/2)\phi(a)$, the film energy splits into

$$f\,a\,u(a)-m\,a\,\phi(a),\qquad m=\frac{fh}{2}.$$

The quantity $m$ is the moment per unit length of the edge force about the mid-plane. The first term drives stretching, and the second drives bending. The bending problem can thus be solved alone. Its energy divided by $2\pi$ is

$$U=\int_0^R\frac D2\left(\phi'^2+\frac{\phi^2}{r^2}+2\nu\frac{\phi'\phi}{r}\right)r\,dr-m\,a\,\phi(a).$$

No load acts on $w$ itself, so $\phi$ may be varied freely, apart from $\phi(0)=0$ on the axis. Define the bending moments carried by the substrate as

$$S_r=D\left(\phi'+\nu\frac{\phi}{r}\right),\qquad
S_\theta=D\left(\frac{\phi}{r}+\nu\phi'\right).$$

These count only the stresses in the substrate. A small change $\delta\phi$ then changes the energy by

$$\delta U=\int_0^R\left(rS_r\,\delta\phi'+S_\theta\,\delta\phi\right)dr-m\,a\,\delta\phi(a).$$

The first term is integrated by parts separately over $0<r<a$ and $a<r<R$, because $S_r$ may jump at the film edge. Writing $a^-$ and $a^+$ for the two sides of the edge, one finds

$$\delta U=\int_0^R\left[S_\theta-(rS_r)'\right]\delta\phi\,dr
+a\left[S_r(a^-)-S_r(a^+)-m\right]\delta\phi(a)+RS_r(R)\,\delta\phi(R).$$

At equilibrium $\delta U$ vanishes for every admissible $\delta\phi$. The three parts can be varied independently, so each bracket must vanish:

$$(rS_r)'=S_\theta,\qquad S_r(a^-)-S_r(a^+)=m,\qquad S_r(R)=0.$$

The first condition is the balance of moments on a small piece of the disc. The second says that the film edge feeds the moment $m$ into the disc. The third says that the bare rim is free.

Insert the definitions of $S_r$ and $S_\theta$ into the first condition and divide by $D$. The left side is $(r\phi'+\nu\phi)'=r\phi''+\phi'+\nu\phi'$, and the right side is $\phi/r+\nu\phi'$. The terms with $\nu$ cancel. Division by $r$ leaves

$$\phi''+\frac{\phi'}{r}-\frac{\phi}{r^2}=\left(\phi'+\frac{\phi}{r}\right)'=0.$$

Hence the sum of the two curvatures is constant in each region. Calling the constant $2c$ and multiplying by $r$, one has $(r\phi)'=2cr$. Integration gives $r\phi=cr^2+C$, or $\phi=cr+C/r$. The term $C/r$ would diverge on the axis, so it is absent inside. The solution is

$$\phi=Ar\quad(r<a),\qquad \phi=Br+\frac Cr\quad(a<r<R).$$

The covered region is a spherical cap of curvature $A$. This uniformity is a result and was not assumed.

The material does not kink at the film edge, so the slope is continuous there: $Aa=Ba+C/a$, or

$$C=(A-B)a^2 .$$

Inside, both curvatures equal $A$, and $S_r=D(1+\nu)A$. Outside, $\phi'=B-C/r^2$ and $\phi/r=B+C/r^2$, so

$$S_r=D\left[(1+\nu)B-(1-\nu)\frac{C}{r^2}\right].$$

The jump condition at $r=a$ becomes

$$D(1+\nu)(A-B)+D(1-\nu)\frac{C}{a^2}=m .$$

With $C/a^2=A-B$, the two factors $1+\nu$ and $1-\nu$ add up to 2, and

$$A-B=\frac{m}{2D}.$$

The free rim requires $(1+\nu)B=(1-\nu)C/R^2$. Using $C=(A-B)a^2=ma^2/(2D)$, one obtains

$$B=\frac{m}{2D}\,\frac{1-\nu}{1+\nu}\,\frac{a^2}{R^2},\qquad
A=\frac{m}{2D}\left[1+\frac{1-\nu}{1+\nu}\frac{a^2}{R^2}\right].$$

It remains to express $m/(2D)$ by the curvature of a fully covered disc. For $a=R$ there is no outer region, and the terms at the rim in $\delta U$ combine to $R[S_r(R)-m]\delta\phi(R)$. Thus $D(1+\nu)A=m$. The Stoney curvature is

$$\kappa_S=\frac{m}{D(1+\nu)}
=\frac{fh}{2}\,\frac{12(1-\nu^2)}{Eh^3(1+\nu)}
=\frac{6f(1-\nu)}{Eh^2}.$$

Consequently $m/(2D)=(1+\nu)\kappa_S/2$. Substitution into $A$ gives the curvature of the covered region:

$$\kappa_{\rm in}=A=g\,\kappa_S,\qquad
g=\frac12\left[(1+\nu)+(1-\nu)\frac{a^2}{R^2}\right].$$

For the outer region the same substitution gives

$$B=\frac{1-\nu}{2}\,\kappa_S\frac{a^2}{R^2},\qquad
C=\frac{1+\nu}{2}\,\kappa_Sa^2 .$$

The factor $g$ can also be written as

$$g=1-\frac{1-\nu}{2}\left(1-\frac{a^2}{R^2}\right),$$

which shows what the bare ring does. Just outside the film edge, the moment in the disc is

$$S_r(a^+)=-\frac{1-\nu}{2}\,m\left(1-\frac{a^2}{R^2}\right).$$

This follows from $B$ and $C$ with $D(1+\nu)\kappa_S=m$. It is opposite in sign to $m$. The ring is a collar that resists being turned, and the covered part is bent by the moment $S_r(a^-)=m+S_r(a^+)=gm$. Cutting the ring away would restore the full Stoney curvature. A wider ring is a stiffer collar, so $g$ falls as $R$ grows at fixed $a$.

The collar has a finite stiffness even when it is very wide. As $a/R$ tends to zero, $g$ tends to $(1+\nu)/2$ and not to zero. The limit is taken with $a$ still much larger than $h$. A small patch on a large wafer therefore keeps more than half the Stoney curvature when $\nu>0$.

A direct minimization of the elastic energy on 400 radial cells, in which the slope is kept continuous but neither the moment jump nor the rim condition is imposed, supports these factors. For $\nu=0.17$ and $a/R=0.2$, $0.5$, $0.8$ and $1.0$ it gives $g=0.60160$, $0.68875$, $0.85060$ and $1.00000$. The formula gives the same five decimals in each case.

## The bare ring, the solid disc and a real wafer

A disc of radius $R$, thickness $h$, Young modulus $E$ and Poisson ratio $\nu$ carries a thin film on $r<a$ with force per length $f=\sigma h_f$. The film acts as an inward ring force at its edge, with moment $m=fh/2$ about the mid-plane. With bending stiffness $D=Eh^3/[12(1-\nu^2)]$ and Stoney curvature $\kappa_S=6f(1-\nu)/(Eh^2)=m/[D(1+\nu)]$, the slope is $\phi=g\kappa_Sr$ inside and $\phi=Br+C/r$ outside, where

$$g=\frac{(1+\nu)+(1-\nu)a^2/R^2}{2},\quad
B=\frac{(1-\nu)\kappa_Sa^2}{2R^2},\quad
C=\frac{(1+\nu)\kappa_Sa^2}{2}.$$

The bare ring is not flat. Its radial and hoop curvatures are

$$\phi'=\frac{\kappa_Sa^2}{2}\left[\frac{1-\nu}{R^2}-\frac{1+\nu}{r^2}\right],\qquad
\frac{\phi}{r}=\frac{\kappa_Sa^2}{2}\left[\frac{1-\nu}{R^2}+\frac{1+\nu}{r^2}\right].$$

For a tensile film the hoop curvature is positive. Since $r\le R$, the first bracket is at most $-2\nu/R^2$, so the radial curvature is negative when $\nu>0$. The ring rises outward, but less and less steeply. A scan along a diameter thus shows a change in the sign of the radial curvature at the film edge.

The sum of the two curvatures is $2A$ inside and $2B$ outside, with $A=g\kappa_S$. Its jump is

$$2(A-B)=\frac mD=(1+\nu)\kappa_S=\frac{6f(1-\nu^2)}{Eh^2}.$$

Neither $a$ nor $R$ appears. If both curvatures can be measured on the two sides of the edge, the jump of their sum gives the film force without any correction for the size of the patch. This holds in the linear range, where the sum is constant on each side. In the example below, large deflection lowers the jump by about 2% when the sums are read midway across the patch radius and midway across the ring.

The derivation used plate theory, in which normals stay straight. Its slope fields can be completed to solutions for a solid body. Take any slope $\phi=\alpha r+\beta/r$, with $w'=\phi$, and set

$$u_r=-z\phi,\qquad u_z=w+\frac{\nu\alpha}{1-\nu}z^2 .$$

The shear strain is $\partial u_r/\partial z+\partial u_z/\partial r=-\phi+\phi=0$. The strain across the thickness is $2\nu\alpha z/(1-\nu)$. This equals $-\nu(e_r+e_\theta)/(1-\nu)$, since $e_r+e_\theta=-2\alpha z$, and it is the value for which $\sigma_z=0$. Both faces are therefore free. The one remaining condition is the radial force balance $\partial\sigma_r/\partial r+(\sigma_r-\sigma_\theta)/r=0$. Apart from the factor $-Ez/(1-\nu^2)$, its left side is

$$\left(\phi'+\nu\frac\phi r\right)'+\frac{1-\nu}{r}\left(\phi'-\frac\phi r\right)
=\phi''+\frac{\phi'}r-\frac\phi{r^2}=0 .$$

The terms with $\nu$ cancel again. What plate theory leaves out is the local field around the ring force. By Saint-Venant's principle, that field fades within a distance of a few $h$.

The local field could still alter the coefficient $A$ far away. The reciprocal theorem of linear elasticity shows that it does not. The theorem says that the loads of one state do the same work on the displacements of a second state as the loads of the second do on the displacements of the first. Apply it to the ring $\rho<r<R$, where $\rho$ lies several $h$ inside the film edge. The first state is the true one, with slope $Ar$ at $\rho$ and a uniform stretch that will drop out. The second state is the solid field above with slope

$$\psi=\frac1r+\frac{1-\nu}{1+\nu}\frac r{R^2},$$

multiplied by any small constant. Its faces and its rim are free.

All works are divided by $2\pi$. In the second state, the top face at $r=a$ moves by $-(h/2)\psi(a)$. The inward ring force of the first state does the work $-fa\times[-(h/2)\psi(a)]=ma\psi(a)$ on it. On the inner cut, the outward normal points toward the axis, so the traction is $-\sigma_r$. Integration over $z$ gives the work $-\rho D(1+\nu)A\psi(\rho)$. The uniform stretch drops out because its stress is even in $z$ while the second displacement is odd. The loads of the second state act at the cut alone and do the work $-\rho D[\psi'(\rho)+\nu\psi(\rho)/\rho]A\rho$. Equating the two totals gives

$$ma\psi(a)=\rho DA\left[\psi(\rho)-\rho\psi'(\rho)\right]=2DA .$$

In the last step the part of $\psi$ proportional to $r$ cancels, and the part $1/r$ counts twice. Hence

$$A=\frac{m\,a\,\psi(a)}{2D}=\frac m{2D}\left[1+\frac{1-\nu}{1+\nu}\frac{a^2}{R^2}\right],$$

as before. For a ring force on the surface of a linearly elastic disc, the factor $g$ thus needs no plate approximation, provided the curvature is read several $h$ inside the edge. A finite-element solution of the solid disc with $a=5h$ and $R=10h$ agrees with this. The mid-plane deflection between the centre and $r=2h$ gives $g=0.68875$ for $\nu=0.17$ and $g=0.77500$ for $\nu=0.40$, equal to the formula in all digits shown.

Consider an aluminium patch on a fused-silica wafer. Fused silica is isotropic, so a single Poisson ratio describes it. The following values are rough and typical: $R=50$ mm, $a=25$ mm, $h=500$ µm, $E=72$ GPa, $\nu=0.17$, $h_f=1000$ nm and $\sigma=200$ MPa. The film force is $f=200$ N/m, or 12.48 eV/Å$^2$. The Stoney curvature is

$$\kappa_S=\frac{6\times200\times0.83}{72\times10^9\times(5\times10^{-4})^2}\ {\rm m^{-1}}=0.0553\ {\rm m^{-1}}.$$

With $a^2/R^2=0.25$, the factor is $g=(1.17+0.83\times0.25)/2=0.689$. The patch curvature is $0.0381$ m$^{-1}$, or $3.81\times10^{-12}$ Å$^{-1}$, and the radius of curvature is about 26 m. Just outside the edge, the hoop curvature is still $0.0381$ m$^{-1}$, while the radial one is $-0.0266$ m$^{-1}$. At the rim they are $0.0138$ and $-0.0024$ m$^{-1}$.

If the patch curvature were put into Stoney's formula without $g$, the stress would come out as $0.689\times200=138$ MPa. This is 31% below the true value. The proper reading is

$$\sigma=\frac{Eh^2\kappa_{\rm in}}{6(1-\nu)h_f\,g}.$$

The height of the rim above the centre follows by integrating the slope:

$$w(R)-w(0)=\frac{Aa^2}{2}+\frac{B(R^2-a^2)}2+C\ln\frac Ra .$$

With $B=0.00574$ m$^{-1}$ and $C=20.23$ mm$^2$/m, the terms are 11.9, 5.4 and 14.0 µm, together 31.3 µm in the linear theory. Large deflection lowers this height by about 2%. More than half of the height arises in the bare ring. The total height alone is therefore a poor measure of the patch curvature unless this profile is used.

The neglected effects can now be sized, each as a change of the mean patch curvature $\phi(a)/a$ relative to its linear thin-film value. The first is the finite thickness and stiffness of the film. The stretching problem has the same form as the bending problem, with $D$ replaced by $Eh/(1-\nu^2)$, $m$ by $-f$ and $\phi$ by $u$. The mid-plane strain under the patch is therefore $-gf(1-\nu)/(Eh)$. Bending adds the surface strain $-g\kappa_Sh/2=-3gf(1-\nu)/(Eh)$. The film is shortened by the sum, and its stress changes by this strain times its biaxial modulus.

That modulus follows from Hooke's law with two equal in-plane stresses, $e=\sigma(1-\nu_f)/E_f$. With $E_f=70$ GPa and $\nu_f=0.35$ for the film, $M_f=E_f/(1-\nu_f)=107.7$ GPa. For the substrate, $M_s=E/(1-\nu)=86.7$ GPa. The middle of the film also lies $h_f/2$ above the surface, which lengthens the lever arm by the fraction $h_f/h$. To first order in $h_f/h$, the relative change is

$$\frac{h_f}{h}\left(1-4g\frac{M_f}{M_s}\right)=0.002\,(1-3.42)=-0.48\% .$$

Minimizing the energy with the film's stiffness and thickness included gives the same rounded value.

The second effect is large deflection, for which the numerical energy minimum gives $-1.77\%$. This is more than the square of the ratio of rim height to thickness, $(31/500)^2=0.4\%$, might suggest. The reason is a tension in the plane of the disc. The bare ring also resists the inward pull of the film. By the same correspondence, the substrate under the patch carries the in-plane force $-gf$ per length, while the film carries $f$. The total radial force per length is

$$N=(1-g)f=\frac{(1-\nu)f}{2}\left(1-\frac{a^2}{R^2}\right)\quad(r<a),\qquad
N=\frac{(1-\nu)f}{2}\left(\frac{a^2}{r^2}-\frac{a^2}{R^2}\right)\quad(r>a).$$

A radial element of slope $\phi$ is longer than its projection by the fraction $\phi^2/2$. This adds the energy $\frac12\int N\phi^2r\,dr$. Let $\phi_0$ be the linear solution and $\phi_1$ its first correction. The equilibrium condition for $\phi_1$ is then tested with $\delta\phi=\phi_0$. The bending energy is symmetric in the two slopes, and $\phi_0$ balances the load $m$, so

$$ma\,\phi_1(a)=-\int_0^RN\phi_0^2\,r\,dr .$$

Put $x=r/a$ and $\phi_0=\kappa_Sa\,s(x)$. Then $s=gx$ inside and $s=bx+c/x$ outside, with $b=0.104$ and $c=0.585$. For $R/a=2$,

$$\frac{\phi_1(a)}{\phi_0(a)}=-\frac{(1-\nu)f}{2}\,\frac{\kappa_Sa^2}{mg}\,I,\qquad
I=\frac{3g^2}{16}+\int_1^2\left(\frac1x-\frac x4\right)\left(bx+\frac cx\right)^2dx .$$

Multiplying out the square and integrating each power gives

$$I=\frac{3g^2}{16}+\frac{9b^2}{16}+bc\left(2\ln2-\frac34\right)+c^2\left(\frac38-\frac{\ln2}4\right)=0.203 .$$

The prefactor is $83\times3.46\times10^{-5}/0.0344=0.083$, with $m=0.05$ N. The correction is $-1.7\%$, which accounts for most of the numerical value. The rest is of higher order in $f$. The leading term is proportional to $f$, so for a compressive film it raises the magnitude of the curvature. This leading term vanishes for full cover, where $N=0$; a fully covered disc with the same data still loses about 0.4% of its curvature, through a term quadratic in $f$.

The third effect is weight. If the wafer, of density 2200 kg/m$^3$, rests on its rim with the film upward, its sag adds 14% to the patch curvature. In the linear range this part is the same before and after deposition, and it cancels in the difference of two measurements on the same support. With large deflection the cancellation is not complete: in this example the difference is about 0.4% smaller than the patch curvature of the free, weightless wafer. Halving the cell width, from 200 to 400 cells, shifts none of these three computed corrections by more than about 0.00002 percentage points.

The numbers of this example are illustrative, and none is meant as a measured value. On a rim support the disc is not free and weightless, and the patch curvature is off by the 14% just found unless the bare wafer is measured too. Temperature matters as well, because it changes $\sigma$. With rough expansion coefficients of $23\times10^{-6}$ and $0.5\times10^{-6}$ K$^{-1}$ for film and substrate, an elastic film changes its stress by $-107.7\ {\rm GPa}\times22.5\times10^{-6}\ {\rm K^{-1}}=-2.4$ MPa/K, or $-1.2\%$ of 200 MPa per kelvin. Plastic flow or relaxation of the aluminium would change this rate. The factor $g$ itself was derived for a round, centred patch, a uniform film stress and a substrate whose in-plane elastic response is the same in all directions.

## Table of computed values

```
INPUTS (rough typical values, Al on fused silica)
disc radius R = 50 mm, patch radius a = 25 mm
substrate thickness h = 500 um
substrate E = 72 GPa, nu_s = 0.17
film thickness = 1000 nm, stress = 200 MPa
film E = 70 GPa, nu_f = 0.35
substrate density = 2200 kg/m^3
expansion film, substrate = 23.0, 0.5 1e-6/K
RESULTS
film force f = 200.0 N/m = 12.483 eV/angstrom^2
plate stiffness D = 0.7723 N m
film moment m = f h/2 = 0.0500 N
Stoney curvature = 0.05533 1/m
patch factor g = 0.68875
small-patch limit of g = 0.5850
patch curvature = 0.03811 1/m = 3.8111e-12 1/angstrom
patch radius of curvature = 26.24 m
outer coefficient B = 0.00574 1/m
outer coefficient C = 20.2313 mm^2/m
just outside: radial -0.02663, hoop 0.03811 1/m
at the rim: radial -0.00235, hoop 0.01383 1/m
jump of curvature sum = 0.06474 1/m
bow, rim minus centre = 31.31 um
stress from plain Stoney reading = 137.75 MPa
TEST: a/R, g formula, g from energy minimum (nu_s of example)
  0.2  0.60160  0.60160
  0.5  0.68875  0.68875
  0.8  0.85060  0.85060
  1.0  1.00000  1.00000
TEST: nu_s, g of solid disc, g formula (a = 5 h, R = 10 h)
  0.17  0.68875  0.68875
  0.40  0.77500  0.77500
NEGLECTED EFFECTS on mean patch curvature
film thickness and stiffness: -0.483 %
large deflection: -1.769 %
weight on rim support: 14.08 %
largest shift, 200 to 400 cells: 0.00002 % points
film biaxial modulus = 107.7 GPa
film stress drift = -2.423 MPa/K = -1.21 % per K
thickness over patch radius h/a = 0.020
```
